Oscillator strength of a folded indirect transition in a distorted chain

**Problem**

A chain along x has period a. Each site n carries a filled valence orbital v and an empty conduction orbital c. Neighbouring orbitals of the same kind are joined by a positive hopping W_b/4, with b = v or c, so that

E_v(k) = −(W_v/2)(1 − cos ka)

E_c(k) = E₀ + (W_c/2)(1 + cos ka).

The valence maximum lies at k = 0, the conduction minimum at k = π/a, and the gap E₀ is indirect. W_v and W_c are the band widths.

A concrete picture is a p_x-like v and a d_xy-like c. Lobes of opposite sign face each other on every bond, which makes both hoppings positive. Reflection y → −y leaves v unchanged and reverses c, so no hopping mixes them. Light polarized along y does connect them, through an on-site dipole d = ⟨c,n|y|v,n⟩.

Each site also has two side ligands on the z axis. A frozen zone-boundary distortion moves both outward by u(−1)ⁿ, which shifts the site energies by g_b u(−1)ⁿ. The neighbour hopping is unchanged to first order, because the shifts at the two ends of a bond are opposite.

Take E₀ = 1.10 eV, W_v = 2.80 eV, W_c = 2.30 eV, g_v = −20 meV/pm, g_c = 40 meV/pm, d = 0.080 nm and u = 5.0 pm. The oscillator strength per electron, for a transition of energy E and dipole y_cv, is

f = 2mE|y_cv|²/ħ², with ħ²/2m = 0.03810 eV nm².

(a) Estimate by scaling how f of the band-edge transition depends on u. (b) Solve the doubled cell at the edge. (c) Check the result numerically and compare it with the estimate. (d) Find where the law fails.

**First estimate by scaling**

The dipole is the same on every site, so it conserves k, and without distortion the edge transition has f = 0. The distortion has period 2a and mixes k with k + π/a. Inside band b the coupling is G_b = g_b u and the two states differ in energy by W_b. The admixed amplitude is therefore of order G_b/W_b, and it brings in that fraction of the allowed dipole:

y_cv ~ d G/W, f ~ (2mE₀d²/ħ²)(gu/W)².

This suggests a quadratic law. For the number, take the band with the larger ratio, G_c/W_c = 0.200/2.30 = 0.0870:

f ~ (1.10 × 0.080²/0.03810) × 0.0870² = 0.185 × 0.00756 ≈ 0.0014.

Scaling cannot say whether the contributions of the two bands add or cancel.

**Exact solution at the band edge**

The doubled cell contains sites A (n even) and B (n odd), and its zone is |q| ≤ π/2a. In the site basis, band b has the block

site energies: ε_b + G_b on A, ε_b − G_b on B

A–B element: (W_b/4)(1 + e^(−2iqa)),

where ε_v = −W_v/2 and ε_c = E₀ + W_c/2. At q = 0 the A–B element is W_b/2. The even combination (A + B)/√2 is the old state k = 0, written |b,0⟩. The odd combination (A − B)/√2 is the old state k = π/a, written |b,π⟩. Both old band edges now sit at q = 0, so the transition is vertical. Folding alone gives it no strength, since the dipole still connects even with even and odd with odd.

In the basis |b,0⟩, |b,π⟩ the hopping is diagonal, with elements ±W_b/2. The alternating site energy turns even into odd and is off-diagonal:

H_b = ε_b + (W_b/2)σ_z + G_b σ_x.

Define R_b = ½√(W_b² + 4G_b²) and tan 2θ_b = 2G_b/W_b. Then

H_b = ε_b + R_b(cos 2θ_b σ_z + sin 2θ_b σ_x).

The vector (cos θ_b, sin θ_b) has energy ε_b + R_b. This follows from cos 2θ cos θ + sin 2θ sin θ = cos θ and sin 2θ cos θ − cos 2θ sin θ = sin θ. The orthogonal vector (−sin θ_b, cos θ_b) has energy ε_b − R_b. The edge transition starts from the upper valence state and ends in the lower conduction state:

|v⟩ = cos θ_v |v,0⟩ + sin θ_v |v,π⟩

|c⟩ = −sin θ_c |c,0⟩ + cos θ_c |c,π⟩.

The dipole joins equal k with weight d, so

y_cv = d(cos θ_c sin θ_v − sin θ_c cos θ_v) = d sin(θ_v − θ_c).

The transition energy is (ε_c − R_c) − (ε_v + R_v):

E(u) = E₀ + (W_v + W_c)/2 − R_v − R_c.

Within this model the edge strength is therefore

f = (2mE(u)d²/ħ²) sin²(θ_v − θ_c).

**The small-distortion law and its first correction**

Let r_b = G_b/W_b and δ = r_v − r_c. From arctan x ≈ x − x³/3,

θ_b = ½ arctan 2r_b ≈ r_b − (4/3)r_b³.

Since r_v³ − r_c³ = δS, with S = r_v² + r_v r_c + r_c²,

sin(θ_v − θ_c) ≈ δ[1 − (4/3)S − δ²/6].

The gap follows from R_b ≈ W_b/2 + W_b r_b²:

E(u) ≈ E₀ − W_v r_v² − W_c r_c².

Squaring the sine and multiplying by the energy gives

f ≈ (2mE₀d²/ħ²)(g_v/W_v − g_c/W_c)² u² × (1 − C),

C = (8/3)S + δ²/3 + (W_v r_v² + W_c r_c²)/E₀.

C is itself proportional to u². The two terms of δ are two paths: the valence state acquires a π/a component, or the conduction state acquires a k = 0 component. Their amplitudes carry opposite signs because one edge is the top of its band and the other is the bottom. Couplings g_v and g_c of opposite sign therefore reinforce each other. The orbital picture does not fix these signs, which are chosen here: the electrostatic field of charged ligands alone would shift both levels the same way, provided both orbitals are compact compared with a. With g_v = +20 meV/pm the paths would partly cancel, and f at 5 pm would be only 0.00046.

If g_v/W_v = g_c/W_c, both bands rotate by the same angle, the edge states remain orthogonal in k, and f vanishes. With a constant on-site dipole the quadratic law therefore needs unequal ratios. The other dipoles treated below restore a u² term even at equal ratios.

**Numbers and comparison**

Here r_v = −0.100/2.80 = −0.0357 and r_c = 0.0870, so δ = −0.1227. The leading law gives

f = 0.1848 × 0.1227² = 0.00278.

The exact angles are θ_v = −0.03565 and θ_c = 0.08610, so |y_cv|/d = sin 0.12175 = 0.1214. The gap is 1.079 eV (1149 nm, against 1127 nm without distortion), and f = 0.00267. This is 3.8% below the leading law. The first correction predicts 3.9%, of which about half comes from the smaller gap.

The scaling estimate, 0.0014, is low by a factor of 1.9. The missing factor is mainly the interference of the two paths, (0.1227/0.0870)² = 1.99, reduced slightly by C.

Direct diagonalization of the four-state doubled cell gives |y_cv|/d = 0.12145, the same as the formula. So does a real-space ring of 24 sites to which second-neighbour hoppings of 0.05 eV (v) and −0.05 eV (c) were added. Such hopping contributes a term in cos 2ka, equal at k = 0 and π/a, and leaves the splitting W_b unchanged.

The diagonalized strengths, with all other parameters fixed, are:

u = 1 pm: f = 1.11 × 10⁻⁴, power 1.998
u = 5 pm: f = 2.67 × 10⁻³, power 1.958
u = 20 pm: f = 2.45 × 10⁻², power 1.36

The power is log₂[f(u)/f(u/2)]. Between 0.1 and 0.2 pm it is 1.9999. Its drift follows from C: halving u leaves C/4, so the power is about 2 − (3C/4)/ln 2. With C = 0.039 this gives 1.96 at 5 pm, as found. At 20 pm, where C = 0.63, this estimate of the power gives 1.32 against 1.36, but the expansion of f no longer serves: it gives 0.0165 against 0.0245.

The squared dipole gained at the edge is taken from the direct transition. The upper conduction state is cos θ_c|c,0⟩ + sin θ_c|c,π⟩, and its dipole with |v⟩ is d cos(θ_v − θ_c), so the two squares add up to d². The direct oscillator strength falls from 0.571 to 0.565, and the folded transition has 0.5% of the direct strength.

**Where the quadratic law fails**

*Bond alternation.* Let the hopping alternate as W_b/4 ± δ_b instead of the site energy. The matrix element between k and k + π/a is then

δ_b(e^(ika) − e^(−ika)) = 2iδ_b sin ka,

which vanishes at both band edges. The edge transition therefore stays dark, not only to first order, as long as |δ_b| < W_b/4, which keeps both band edges at q = 0. Beside the edge, first-order mixing gives |y_cv|/d ≈ 2|δ_v/W_v − δ_c/W_c||qa|. A period of 2a is thus not sufficient; the distortion must also couple the two edge points.

*The rest of the zone.* At folded wave vector q the splitting is W_b cos qa, so r_b is replaced by r_b/cos qa. Near q = π/2a even a weak distortion mixes the states strongly. For r_c = −r_v = r > 0 the angles are opposite, and with B = 2r

|y_cv|²/d² = sin² 2θ_c = B²/(cos² qa + B²).

To average over the zone, set t = tan qa:

(1/π)∫ B² dt/(1 + B² + B²t²) = B/√(1 + B²),

with t running from −∞ to ∞. This is linear in |u| for small u. For r = 0.04 both the formula and diagonalization give 0.07975. For the couplings of the example, the zone average of |y_cv|²/d² rises from 0.0234 at 1 pm to 0.0468 at 2 pm, a power of 0.9985. The fraction of strongly mixed states grows as |u|. With couplings of the same sign the two states at q = π/2a sit on different sublattices and their dipole vanishes there; for g_v = +20 meV/pm the average is still linear in |u| but about ten times smaller, 0.0022 at 1 pm. At q = π/2a the transition energy is E₀ + (W_v + W_c)/2 − |G_v| − |G_c|. It tends to 3.65 eV as u → 0 and is 3.35 eV at 5 pm, far above the edge in both cases. The quadratic law belongs to the edge, not to the whole folded band pair.

*Other dipoles.* If the distortion also changes the dipole, to d[1 + su(−1)ⁿ], the new part joins k with k + π/a and adds

dsu(cos θ_c cos θ_v − sin θ_c sin θ_v) = dsu cos(θ_v + θ_c).

This is of the same order in u as the main term. For s = ±1/(250 pm), an assumed size, f changes by −30% or +36%. A dipole ηd between neighbouring sites makes the dipole d(1 + 2η cos ka), which weights the valence path by 1 − 2η and the conduction path by 1 + 2η. For an assumed η = 0.10, f rises by 17%. In these cases the power remains two and the prefactor moves.

**Beside silicon**

The gap is close to silicon's. The widths resemble the energy spans of its highest valence and lowest conduction bands along the line from the zone centre towards the conduction valley, not its full valence width of more than 12 eV. The couplings are assumed values. The dipole is too small for silicon: interband momentum matrix elements typical of semiconductors imply a direct strength of several at the zone centre, against 0.57 here. For an electron bound across the chain, with no lower state of opposite y parity, the sum rule caps f at 1 (d ≈ 0.10 nm, set by the 3.9 eV direct gap at k = π/a; 0.106 nm at the zone centre), so the model cannot be tuned to that value. The ratio of folded to direct strength does not depend on d.

One assumption that silicon breaks is the frozen distortion. Its indirect absorption uses moving phonons of many wave vectors, with thresholds displaced from the gap by the phonon energy. For a 60 meV phonon the denominator W_c shifts by about 2.6%, hence that path's squared dipole by about 5%. The photon energy moves by 60 meV as well, so at equal coupling amplitude f changes by about +11% for phonon emission and −10% for absorption. The occupation factors, N + 1 for emission and N for absorption, separate the two processes far more: at 300 K, N is only 0.11. The chosen u is also large: a ligand pair of 28 u per atom, vibrating at 60 meV and 300 K, has a local rms amplitude of 2.8 pm, shared among all modes of the branch. Silicon's conduction valley lies at roughly 0.85 of the way to the zone boundary, where the model band is 125 meV above its minimum, or 5% of W_c. Doubling the period along that direction would fold the zone-boundary point onto the centre, not the valley. At that point silicon's lowest conduction level is doubly degenerate rather than a band minimum. Electron–hole attraction, roughly 14 meV, reshapes the edge as well. The value f = 0.0027 thus illustrates the mechanism and does not predict silicon's absorption coefficient. Further values are in the numerical output.

Computed results

```
hbar^2/2m = 0.03810 eV nm^2
indirect gap, u=0: 1.10 eV = 1127 nm
widths W_v, W_c: 2.80, 2.30 eV
direct gaps at k=0, pi/a: 3.40, 3.90 eV
couplings g_v, g_c: -20, 40 meV/pm
on-site dipole d: 0.080 nm; distortion u: 5.0 pm
G_v, G_c at u: -100, 200 meV
r_v, r_c at u: -0.03571, 0.08696
theta_v, theta_c at u: -0.03565, 0.08610 rad
|y|/d diagonalized: 0.12145
|y|/d formula:      0.12145
|y|/d real-space ring: 0.12145
gap at u: 1.0792 eV = 1149 nm
f folded at u: 0.002674; leading law 0.002781
f/leading - 1 at u: -3.84 %
first correction at u: -3.94 %
f direct at k=0, u=0: 0.5711; at u: 0.5650
folded/direct strength at u: 0.00473
scan: u (pm), f folded, f/u^2 (1e-4 pm^-2), power from u/2 to u
    0.5  2.7795e-05  1.1118  1.9996
    1.0  1.1105e-04  1.1105  1.9983
    2.0  4.4210e-04  1.1052  1.9932
    5.0  2.6738e-03  1.0695  1.9577
   10.0  9.5316e-03  0.9532  1.8338
   20.0  2.4484e-02  0.6121  1.3610
power between 0.1 and 0.2 pm: 1.99993
zone-mean |y/d|^2 at 1, 2 pm: 0.02342, 0.04679
power of the zone mean: 0.9985
zone mean for r_c=-r_v=0.04: 0.07975
neglected, assumed length 250 pm, eta 0.10:
  dipole slope +,-: f changes -30.2, +35.6 %
  neighbour dipole: f changes +17.3 %
  quadratic coupling: 6.0 meV
phonon 60 meV: phonon/W_c = 0.0261
ligand mass 28 u, T 300 K, local rms amplitude:
  zero-point 2.49 pm, thermal 2.75 pm
electron-hole binding (mass 0.15 m, eps 12): 14.2 meV
photon k/(pi/a), a=0.27 nm: 4.7e-04
band rise at 0.85 pi/a: 125 meV, /W_c = 0.054
```
